# Lambert W decay of a surface dopant when incorporation saturates

## A delay of 200 nm

A silicon surface carries \(10^{14}\) antimony atoms per cm² when the dopant shutter closes. Growth continues, and the floating atoms are buried little by little. In the model below, 370.3 nm must be grown before the buried concentration has dropped to \(10^{16}\) cm⁻³. If the ability of the crystal to take up dopant did not saturate, with the same segregation length, 170.3 nm would be enough. The difference is 200 nm, a round number, although both thicknesses contain logarithms. Where does it come from?

Let \(N(z)\) be the number of dopant atoms per area on the growth surface, and \(z\) the thickness grown since closure, so that \(N(0)=N_0\). Let \(c\) be the number of dopant atoms per volume buried at that thickness. I assume at first that no dopant arrives after closure, none desorbs, and buried atoms stay where they are. Growth of a thickness \(dz\) then moves \(c\,dz\) atoms per area from the surface into the crystal:

\[
\frac{dN}{dz}=-c .
\tag{1}
\]

The physics lies in how \(c\) depends on \(N\).

## First case: no saturation

Suppose that the buried concentration is proportional to the surface density, \(c=N/\Delta\). The constant \(\Delta\) is a length, the segregation length. Equation (1) becomes \(dN/N=-dz/\Delta\), and integration from closure gives

\[
N=N_0e^{-z/\Delta},\qquad z=\Delta\ln\frac{N_0}{N}.
\tag{2}
\]

For the example \(\Delta=20\) nm. The target \(c=10^{16}\) cm⁻³ corresponds to \(N=c\Delta=2\times10^{10}\) cm⁻², so

\[
z=20\ \text{nm}\times\ln\frac{10^{14}}{2\times10^{10}}=20\ \text{nm}\times 8.517=170.3\ \text{nm}.
\]

This is the shorter of the two thicknesses.

## Second case: complete saturation

Now take the opposite extreme, in which the crystal accepts a fixed concentration \(c_{\rm sat}\) however many atoms wait on the surface. Then

\[
N=N_0-c_{\rm sat}z,\qquad z=\frac{N_0-N}{c_{\rm sat}}.
\tag{3}
\]

The fall is a straight line. It cannot hold to the end, because it would make \(N\) negative beyond \(z=N_0/c_{\rm sat}\). With \(c_{\rm sat}=5\times10^{18}\) cm⁻³ this thickness is

\[
\frac{N_0}{c_{\rm sat}}=\frac{10^{14}\ \text{cm}^{-2}}{5\times10^{18}\ \text{cm}^{-3}}=2\times10^{-5}\ \text{cm}=200\ \text{nm}.
\]

The unexplained 200 nm has appeared. What remains is to see why it should simply be added to the result of the first case.

## The general law

A law that joins the two cases is

\[
c=\frac{1}{\Delta}\,\frac{N}{1+N/N_s},\qquad c_{\rm sat}=\frac{N_s}{\Delta}.
\tag{4}
\]

For \(N\ll N_s\) it returns \(c=N/\Delta\), and for \(N\gg N_s\) it returns \(c=c_{\rm sat}\). The saturation density \(N_s\) marks the crossover. Equation (4) is an assumption about incorporation, and \(\Delta\) and \(N_s\) are taken as constant during growth.

Its reciprocal is more instructive:

\[
\frac1c=\frac{\Delta}{N}+\frac{1}{c_{\rm sat}} .
\tag{5}
\]

By equation (1), \(1/c\) is the thickness that must be grown per buried atom per area. Equation (5) says that this thickness is the sum of the values for the two simple cases. Integrating \(dz=-dN/c\) from \(N_0\) down to \(N\) therefore adds equations (2) and (3):

\[
z=\Delta\ln\frac{N_0}{N}+\frac{N_0-N}{c_{\rm sat}} .
\tag{6}
\]

When almost everything has been buried, \(N\) can be dropped from the second term, and saturation has cost the extra thickness \(N_0/c_{\rm sat}\).

The opening comparison was made at equal \(c\), not at equal \(N\), which brings in a small correction. With \(u=N/N_s\), equation (4) gives \(N=c\Delta(1+u)\), and the difference between the two thicknesses is \(\Delta[u_0-u-\ln(1+u)]\), where \(u_0=N_0/N_s\). At the target \(u=0.002\), so the correction to 200 nm is about \(20\times0.004=0.08\) nm.

## Solving for the surface density

Equation (6) gives thickness as a function of density. To invert it, use \(u=N/N_s\), \(u_0=N_0/N_s\) and \(x=z/\Delta\). Since \(c_{\rm sat}=N_s/\Delta\), division of equation (6) by \(\Delta\) gives

\[
x=\ln u_0-\ln u+u_0-u
\quad\Longrightarrow\quad
u+\ln u=u_0+\ln u_0-x .
\tag{7}
\]

Exponentiating both sides,

\[
u\,e^{u}=u_0\,e^{u_0-x}.
\tag{8}
\]

The Lambert function \(W(y)\) is defined by \(We^W=y\). For \(u\ge0\) the function \(ue^u\) rises steadily from zero to infinity, so a positive right-hand side has one positive solution. It belongs to the principal branch \(W_0\). Hence

\[
\boxed{\,N(z)=N_s\,W_0\!\left[\frac{N_0}{N_s}\exp\!\left(\frac{N_0}{N_s}-\frac z\Delta\right)\right]\,}
\tag{9}
\]

At \(z=0\) the argument is \(u_0e^{u_0}\), whose Lambert function is \(u_0\), so \(N(0)=N_0\). Differentiating equation (7) gives \(u'(1+1/u)=-1\), or

\[
\frac{du}{dx}=-\frac{u}{1+u},
\tag{10}
\]

which is equation (1) with the law (4) in reduced variables.

First limit: let \(N_s\to\infty\) at fixed \(N_0\) and \(\Delta\). Then \(u_0\to0\), the factor \(e^{u_0}\) tends to 1, and \(W_0(y)\to y\) for small \(y\). Equation (9) becomes \(N=N_0e^{-z/\Delta}\), the first case.

Second limit: while \(u\) is large, write equation (7) as \(u=u_0-x+\ln(u_0/u)\). The first two terms are the straight line of the second case, and the logarithm is a slow correction. In the example \(N_s=10^{13}\) cm⁻² and \(u_0=10\). At 100 nm, \(x=5\), the line gives \(u=5\), and the full solution is \(u=5.583\). The difference is indeed \(\ln(10/5.583)=0.583\).

As an independent test, equation (1) with the law (4) was integrated numerically from closure to 500 nm for \(u_0=0.1\), 1 and 10. The results agree with equation (9) to one part in \(10^6\), apart from an allowed absolute difference of 10 atoms per cm².

## How straight is the initial fall?

The initial slope follows from equation (4):

\[
\left.\frac{dN}{dz}\right|_{0}=-c_{\rm sat}\frac{u_0}{1+u_0}.
\]

For \(u_0=10\) it is \(-5\times10^{18}\times10/11=-4.545\times10^{18}\) cm⁻³, or \(-4.545\times10^{11}\) cm⁻² per nm. To see how long the curve stays near this tangent, differentiate equation (10) once more:

\[
\frac{d^2u}{dx^2}=-\frac{1}{(1+u)^2}\frac{du}{dx}=\frac{u}{(1+u)^3}>0 .
\tag{11}
\]

The curve therefore lies above its tangent. Taylor's formula with integral remainder gives the gap as

\[
g(x)=\int_0^x (x-t)\,\frac{u(t)}{[1+u(t)]^3}\,dt .
\]

The derivative of \(u/(1+u)^3\) with respect to \(u\) is \((1-2u)/(1+u)^4\), which is negative for \(u>1/2\). As \(u\) falls towards 1/2, the integrand's fraction grows and is largest at the end of the interval. Taking it out of the integral at that value leaves \(\int_0^x(x-t)\,dt=x^2/2\), so

\[
0\le g(x)\le\frac{x^2}{2}\,\frac{u(x)}{[1+u(x)]^3}
\qquad\text{while } u(x)\ge\tfrac12 .
\tag{12}
\]

Apply this where half the atoms have gone. Equation (6) puts that point at \(20\ln2+100=113.9\) nm. The bound (12) is 3.75 % of \(N_0\), and the actual gap is 1.76 % of \(N_0\). The first half of the decay is thus close to linear.

For large \(u_0\), the halving point has \(x\approx u_0/2\) and \(u=u_0/2\). To leading order the bound, divided by \(u_0\), is

\[
\frac{1}{u_0}\cdot\frac{u_0^2}{8}\cdot\frac{4}{u_0^2}=\frac{1}{2u_0}.
\]

The relative gap vanishes as \(u_0\) grows, which is the precise sense of "nearly linear".

The opposite limit shows that the condition \(N_0\gg N_s\) is needed. For a pure exponential the halving point is \(x=\ln2\), where the tangent has fallen to \(1-\ln2=0.307\) of the initial value. The gap is 19.3 % of \(N_0\). For \(u_0=0.1\) the computed gap is 17.6 %, already close to this. A weakly covered surface has no linear stage, and its density falls nearly exponentially from the start.

## The exponential tail

Late in the decay \(u\) is small and \(W_0(y)\approx y\). Equation (9) then becomes

\[
N_{\rm tail}(z)=N_0\,e^{u_0}e^{-z/\Delta}
=N_0\exp\!\left[-\frac{z-\Delta u_0}{\Delta}\right].
\tag{13}
\]

This is the unsaturated decay (2), delayed by \(\Delta u_0=N_0/c_{\rm sat}\). The decay length is still \(\Delta\): saturation moves the tail without making it less steep.

The error of this form is known in closed form. The right-hand side of equation (8) is \(N_{\rm tail}/N_s\), and the left-hand side is \((N/N_s)e^{N/N_s}\). Therefore

\[
\frac{N_{\rm tail}}{N}=e^{N/N_s}.
\tag{14}
\]

The tail formula overestimates the density, by 10 % when \(N/N_s=\ln1.1=0.095\) and by less afterwards. At 300 nm the full solution gives \(N=6.325\times10^{11}\) cm⁻², so \(u=0.063\) and the overestimate is 6.5 %. Equation (13) gives \(10^{14}e^{10-15}=6.74\times10^{11}\) cm⁻², in agreement.

Extrapolating the tail back to \(z=0\) gives \(N_0e^{u_0}\), which for \(u_0=10\) is about 22,000 times the true initial density. A straight line fitted to the tail on a logarithmic plot therefore gives \(\Delta\) within this model, but its intercept must not be read as the initial surface density.

## What is left in the crystal

The buried concentration follows from equations (4) and (9):

\[
c(z)=c_{\rm sat}\frac{u}{1+u},\qquad
u=W_0\!\left(u_0e^{u_0-z/\Delta}\right).
\tag{15}
\]

Because \(c=-dN/dz\) and \(N\to0\), the integral of \(c\) over all later growth is \(N_0\). Integrating equation (15) numerically to 1000 nm returns \(N_0\) to eight decimals.

The profile has a shoulder followed by a drop. Selected values are:

| z (nm) | N (cm⁻²) | c (cm⁻³) |
|---:|---:|---:|
| 0 | 1.00e14 | 4.55e18 |
| 100 | 5.58e13 | 4.24e18 |
| 200 | 1.75e13 | 3.18e18 |
| 250 | 4.99e12 | 1.66e18 |
| 300 | 6.33e11 | 2.97e17 |
| 400 | 4.54e9 | 2.27e15 |

In the first 100 nm the surface loses 44 % of its dopant, while the buried concentration falls by only 7 %. A nearly flat concentration therefore does not mean a nearly constant surface density.

Half saturation, \(c=c_{\rm sat}/2\), occurs at \(u=1\). Equation (6) places it at \(20(\ln10+9)=226.1\) nm. For the steepest point, the chain rule gives

\[
\frac{dc}{dz}=\frac{c_{\rm sat}}{(1+u)^2}\cdot\frac{1}{\Delta}\frac{du}{dx}
=-\frac{c_{\rm sat}}{\Delta}\frac{u}{(1+u)^3}.
\]

The fraction is the one met in equation (11), with its maximum at \(u=1/2\). There it equals \((1/2)/(27/8)=4/27\), and \(c=c_{\rm sat}/3\). The depth is \(20(\ln20+9.5)=249.9\) nm and the steepness is \((4/27)\times5\times10^{18}/20=3.7\times10^{16}\) cm⁻³ per nm. If \(u_0\le1/2\), the density never passes through this maximum from above, and the profile is steepest at closure.

Equation (6) also tells what is gained by starting with less dopant. If half of the atoms were absent at closure, with \(\Delta\) and \(N_s\) unchanged, the surface would start at the state otherwise reached after 113.9 nm. Every later density would be reached that much sooner. Of this saving, 100 nm comes from the saturated term and 14 nm from the logarithm.

## Adding desorption

Let each surface atom desorb at rate \(k\), and let \(v\) be the growth rate. In a time \(dt=dz/v\) the surface loses a further \(kN\,dz/v\). With \(\varepsilon=\Delta k/v\), equation (10) becomes

\[
\frac{du}{dx}=-\frac{u}{1+u}-\varepsilon u
=-\frac{u}{1+u}\,[1+\varepsilon(1+u)] .
\]

The growth rate, absent from the formulas until now, enters through \(\varepsilon\). In a real crystal \(\Delta\) may depend on it as well; here \(\Delta\) is held constant. If \(\varepsilon(1+u_0)\ll1\), the reciprocal of the bracket is \(1-\varepsilon(1+u)\) to first order. The thickness needed to reach \(u\) then changes by

\[
\delta z=-\varepsilon\Delta\int_u^{u_0}\frac{(1+s)^2}{s}\,ds
=-\varepsilon\Delta\left[\ln\frac{u_0}{u}+2(u_0-u)+\frac{u_0^2-u^2}{2}\right].
\tag{16}
\]

The quadratic term comes from the saturated stage, where many atoms wait on the surface for a long time.

Take \(v=0.1\) nm/s, a temperature of 700 K, and a rough desorption rate with prefactor \(10^{13}\) s⁻¹ and energy 2.5 eV. This gives \(k=1.0\times10^{-5}\) s⁻¹ and \(\varepsilon=0.002\), so \(\varepsilon(1+u_0)=0.022\) is small. Equation (16) gives a shift of −3.15 nm at the target, and direct integration gives −3.10 nm. In the limit \(\varepsilon\to0\) the earlier result returns.

## Growth in whole layers

Crystals grow by atomic layers of thickness \(d\). Suppose each layer takes up dopant according to the density at its start, \(N_{j+1}=N_j-d\,c(N_j)\). The continuous law needs, for the same drop \(\delta=d\,c(N_j)\), the thickness

\[
\int_0^{\delta}\frac{ds}{c(N_j-s)}
\approx\frac{\delta}{c}+\frac{\delta^2}{2}\frac{c'}{c^2}
=d+\frac d2\,\frac{c'}{c}\,\delta ,
\]

where \(c'=dc/dN\), and \(1/c(N_j-s)\) was expanded to first order in \(s\). Summing the last term over the layers turns it into \((d/2)\int(c'/c)\,dN\). Layered growth thus reaches a given concentration earlier, by

\[
\delta z=-\frac d2\ln\frac{c(0)}{c}.
\tag{17}
\]

For silicon (001), \(d=0.543/4=0.136\) nm, and the shift at the target is −0.415 nm. An explicit sum over layers gives −0.416 nm. The continuous description is adequate here because \(d\ll\Delta\).

## Beside real antimony-doped silicon

The numbers are illustrative, chosen with antimony on Si(001) in molecular beam epitaxy near 700 K in mind; they are not measured values. Antimony does segregate strongly there, but \(\Delta\) and \(N_s\) should be fitted to the growth conditions at hand. One assumption that is easily broken is a constant \(\Delta\), which varies steeply with temperature. With an assumed slope of 1 eV, a surface 10 K hotter has \(\Delta=25.3\) nm. At fixed \(N_s\), the thickness at which \(N\) reaches its target value of \(2.0\times10^{10}\) cm⁻² then grows by 97 nm. At fixed target concentration the required \(N\) is higher by the factor 25.3/20, which takes off \(25.3\ln(25.3/20)\approx6\) nm and leaves about 91 nm. If \(c_{\rm sat}\) is held fixed instead, the 200 nm delay does not change; the logarithmic part becomes \(25.3\times8.28\approx210\) nm, and the increase is about 40 nm. Either shift far exceeds those found above for desorption and layering. The desorption figure is itself sensitive to the rough energy assumed: 2.3 eV instead of 2.5 eV would make it about −64 nm. The initial density also fills 14.7 % of the surface sites, so interactions between dopant atoms may alter equation (4) itself; their effect is not estimated here. The saturating form is not shown to hold for antimony on silicon, and \(N_s\) is only 1.5 % of the sites. In the common picture where a covered dopant atom exchanges back to a free surface site, filling of the sites hinders that exchange, so \(c/N\) rises with coverage instead of falling, and no delay appears. The 200 nm delay therefore belongs to law (4) and applies to a real film only where the measured incorporation does saturate. Bulk diffusion, with a rough diffusivity of \(0.2\exp(-3.65\ \text{eV}/k_BT)\) cm²/s, gives a length of \(3\times10^{-5}\) nm over the 3703 s of growth and is negligible.

An electrical measurement sees electrons, not dopant atoms. Estimates of spill-over and of neutral donors at 300 K show how far the two may differ; the degeneracy estimate between them tests an assumption of the first:

- **Spill-over.** For ionized donors and non-degenerate electrons, the potential is to leading order \((k_BT/q)\ln c\). Poisson's equation then gives a relative electron deficit \(-L^2(\ln c)''\), where \(L\) is the local Debye length. Using equation (10), \((\ln c)''=-2u/[\Delta^2(1+u)^4]\). Since \(L^2=L_s^2(1+u)/u\), with \(L_s=1.83\) nm the value at \(c_{\rm sat}\), the deficit is \(2L_s^2/[\Delta^2(1+u)^3]\). This local estimate never exceeds 1.7 %, but it holds only while \(L\) is well below \(\Delta\), here up to about \(z=280\) nm, and only where no surface field reaches. The two lengths are equal near \(c=4\times10^{16}\) cm⁻³, and at the target \(L\) is about 41 nm. Electrons from the more heavily doped side then spill into the tail, where they can outnumber the donors by half or more if no field enters from beyond. A nearby surface that holds the Fermi level deep in the gap does the opposite and can empty the tail of electrons.
- **Degeneracy.** At closure \(c\) is 0.16 of the effective density of states, for a density-of-states mass of 1.08 electron masses. This raises the ratio of diffusivity to mobility by 5.7 % over its non-degenerate value. It is a small correction to the spill-over estimate, not itself a difference between electrons and donors.
- **Neutral donors.** An isolated level 0.043 eV below the band leaves 23 % of the donors neutral at \(10^{18}\) cm⁻³. Screening at such doping weakens the binding, which would lower this fraction.

On these estimates incomplete ionization can be the larger difference near \(10^{18}\) cm⁻³, while spill-over is the larger in the dilute tail. Both should be checked before equation (15) is fitted to a carrier profile. The main values are in the numerical output below; its spill-over figure is the local estimate.

## Table of computed values

```
N0 = 1.00e+14 cm^-2, Ns = 1.00e+13 cm^-2
N0/Ns = 10.0, Delta = 20.0 nm
growth rate = 0.10 nm/s, T = 700 K
saturated concentration = 5.00e+18 cm^-3
concentration at closure = 4.545e+18 cm^-3
initial slope dN/dz = -4.545e+11 cm^-2 per nm
z (nm)   N (cm^-2)    c (cm^-3)
    0   1.000e+14   4.545e+18
   50   7.754e+13   4.429e+18
  100   5.583e+13   4.240e+18
  150   3.539e+13   3.898e+18
  200   1.746e+13   3.179e+18
  250   4.986e+12   1.664e+18
  300   6.325e+11   2.974e+17
  350   5.501e+10   2.735e+16
  400   4.538e+09   2.268e+15
depth where N = N0/2: 113.9 nm
tangent gap there, N0/Ns = 10: 1.76 % of N0
upper bound on that gap: 3.75 % of N0
tangent gap at N0/2, N0/Ns = 0.1: 17.6 % of N0
depth of half saturation: 226.1 nm
steepest point: 249.9 nm, c = 1.67e+18 cm^-3
steepest |dc/dz| = 3.70e+16 cm^-3 per nm
tail delay N0/c_sat = 200.0 nm
fitted tail decay length = 20.000 nm
tail thickness per decade = 46.1 nm
target concentration = 1.0e+16 cm^-3
surface density at target = 2.004e+10 cm^-2
thickness to target = 370.3 nm
same without saturation = 170.3 nm
growth time to target = 3703 s
buried atoms / N0 = 1.00000000
Neglected effects (rough sizes):
desorption rate = 1.00e-05 1/s
target shift, desorption: -3.10 nm (formula -3.15)
target shift, whole layers: -0.416 nm (formula -0.415)
bulk diffusion length = 2.8e-05 nm
surface sites occupied at closure = 14.7 %
Delta at +10 K (1 eV slope) = 25.3 nm
target shift at +10 K, fixed Ns: 97 nm
Debye length at c_sat, 300 K = 1.83 nm
largest electron deficit by spill-over = 1.66 %
c at closure / Nc (300 K) = 0.161
degeneracy factor in D/mobility = 1.057
neutral donors at 1e18 cm^-3, 300 K = 23 %
```
